# Rotating Real Crystal-Field Parameters with the Ivanic-Ruedenberg Recursion: a numerical check

```python
"""Rotation of real crystal-field parameters b[k,m], k = 2, 4, 6.

Potential: V = sum b[k,m] Z[k,m], Z real and Racah normalized, with
m > 0 ~ +cos(m phi), m < 0 ~ +sin(|m| phi), and Z[1] = (y, z, x).
D is defined by Z(R n) = D(R) Z(n).  Results under test:
  ligands moved by R (active):  b_new = D(R) b
  axes turned by R (passive):   b_new = D(R)^T b
with D built by the Ivanic-Ruedenberg recursion from the 3x3 matrix R.
Q: ligand charge in e; moments: <r^k> of the f electron in a0^k.
Energies are in millihartree (mEh), lengths in bohr (a0).
"""
from collections import defaultdict
from math import comb, factorial, gcd, prod, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.special import lpmv

RANKS = (2, 4, 6)
AXIS = {-1: 1, 0: 2, 1: 0}      # rank-1 label -> Cartesian axis


def real_harmonics(k, vectors):
    """Z[k,m] from associated Legendre functions; row index m + k."""
    v = np.asarray(vectors, float)
    cosine = v[..., 2] / np.linalg.norm(v, axis=-1)
    phi = np.arctan2(v[..., 1], v[..., 0])
    out = np.zeros((2 * k + 1,) + cosine.shape)
    for m in range(k + 1):
        norm = sqrt((2 if m else 1) * factorial(k - m) / factorial(k + m))
        amplitude = (-1) ** m * norm * lpmv(m, k, cosine)
        out[k + m] = amplitude * np.cos(m * phi)
        if m:
            out[k - m] = amplitude * np.sin(m * phi)
    return out


def complex_harmonics(k, vectors):
    """C[k,q] with Condon-Shortley phase; row index q + k."""
    z = real_harmonics(k, vectors)
    out = z.astype(complex)
    for q in range(1, k + 1):
        out[k + q] = (-1) ** q * (z[k + q] + 1j * z[k - q]) / sqrt(2)
        out[k - q] = (z[k + q] - 1j * z[k - q]) / sqrt(2)
    return out


def gradient_row(k, m):
    """Terms (i, mu, g) of d_i S[k,m] = sum g S[k-1,mu]."""
    a = abs(m)
    up = 0.5 * sqrt((k + a) * (k + a - 1))
    down = -0.5 * sqrt((k - a) * (k - a - 1))
    terms = [(0, m, sqrt(k * k - m * m))]
    if m == 0:
        g = -sqrt(k * (k - 1) / 2)
        terms += [(1, 1, g), (-1, -1, g)]
    elif m > 0:
        terms += [(1, a - 1, up * (sqrt(2) if a == 1 else 1)),
                  (1, a + 1, down), (-1, -a - 1, down)]
        if a > 1:
            terms.append((-1, 1 - a, -up))
    else:
        terms += [(-1, a - 1, up * (sqrt(2) if a == 1 else 1)),
                  (1, -a - 1, down), (-1, a + 1, -down)]
        if a > 1:
            terms.append((1, 1 - a, up))
    return [t for t in terms if abs(t[1]) < k]


def next_rank(k, D1, previous):
    """One Ivanic-Ruedenberg step from rank k-1 to rank k."""
    D = np.zeros((2 * k + 1, 2 * k + 1))
    for m in range(-k, k + 1):
        for i, mu, g in gradient_row(k, m):
            one, row = D1[i + 1], previous[mu + k - 1]
            edge = sqrt(2 * k * (2 * k - 1))
            for n in range(-k + 1, k):
                D[m + k, n + k] += (g * one[1] * row[n + k - 1]
                                    / sqrt(k * k - n * n))
            D[m + k, 2 * k] += g * (one[2] * row[-1] - one[0] * row[0]) / edge
            D[m + k, 0] += g * (one[2] * row[0] + one[0] * row[-1]) / edge
    return D


def rotation_matrices(R):
    order = [1, 2, 0]
    D = {1: np.asarray(R, float)[np.ix_(order, order)]}
    for k in range(2, 7):
        D[k] = next_rank(k, D[1], D[k - 1])
    return D


def Rz(t):
    c, s = np.cos(t), np.sin(t)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def Ry(t):
    c, s = np.cos(t), np.sin(t)
    return np.array([[c, 0, s], [0, 1.0, 0], [-s, 0, c]])


# ---- explicit solid-harmonic polynomials, gradients and norms ----
def solid_polynomial(k, m):
    """Real S[k,m] as {(power x, power y, power z): coefficient}."""
    a, poly = abs(m), defaultdict(complex)
    for q in range((k - a) // 2 + 1):
        p = q + a
        front = ((-0.5) ** p * 0.5 ** q
                 / (factorial(p) * factorial(q) * factorial(k - p - q)))
        for i in range(p + 1):
            for j in range(q + 1):
                poly[(p + q - i - j, i + j, k - p - q)] += (
                    front * comb(p, i) * comb(q, j) * 1j ** i * (-1j) ** j)
    scale = ((-1) ** a * sqrt(factorial(k + a) * factorial(k - a))
             * (sqrt(2) if a else 1))
    return {e: scale * (c.imag if m < 0 else c.real)
            for e, c in poly.items()}


def derivative_product(p, q):
    """Inner product p(d/dx, d/dy, d/dz) q for equal degrees."""
    return sum(c * q.get(e, 0.0) * prod(factorial(n) for n in e)
               for e, c in p.items())


def differentiate(p, axis):
    out = {}
    for e, c in p.items():
        if e[axis]:
            f = list(e)
            f[axis] -= 1
            out[tuple(f)] = c * e[axis]
    return out


S = {(k, m): solid_polynomial(k, m)
     for k in range(1, 7) for m in range(-k, k + 1)}
point = np.array([0.48, -0.64, 0.60])
for k in range(1, 7):
    values = real_harmonics(k, point)
    for m in range(-k, k + 1):
        direct = sum(c * np.prod(point ** np.array(e))
                     for e, c in S[k, m].items())
        assert abs(direct - values[m + k]) < 1e-12
        for n in range(-k, k + 1):
            expected = prod(range(2 * k - 1, 0, -2)) if m == n else 0
            assert abs(derivative_product(S[k, m], S[k, n])
                       - expected) < 1e-8
        if k > 1:
            table = {(i, mu): g for i, mu, g in gradient_row(k, m)}
            norm = prod(range(2 * k - 3, 0, -2))
            for i in (-1, 0, 1):
                slope = differentiate(S[k, m], AXIS[i])
                for mu in range(1 - k, k):
                    g = derivative_product(slope, S[k - 1, mu]) / norm
                    assert abs(g - table.get((i, mu), 0.0)) < 1e-10

# ---- recursion against its definition by angular quadrature ----
nodes, node_weights = np.polynomial.legendre.leggauss(40)
phis = 2 * np.pi * np.arange(80) / 80
ct, ph = np.meshgrid(nodes, phis, indexing="ij")
st = np.sqrt(1 - ct ** 2)
sphere = np.stack([st * np.cos(ph), st * np.sin(ph), ct], -1).reshape(-1, 3)
weights = np.repeat(node_weights, 80) / 160      # average over the sphere

angles_deg = np.array([40.0, 65.0, -25.0])
alpha, beta, gamma = np.radians(angles_deg)
R = Rz(alpha) @ Ry(beta) @ Rz(gamma)
recursion_error = 0.0
for case in (R, np.eye(3), Ry(np.pi), Ry(0.3) @ Rz(2.1)):
    D_case = rotation_matrices(case)
    for k in range(1, 7):
        turned = real_harmonics(k, sphere @ case.T)
        fixed = real_harmonics(k, sphere)
        D_quad = (2 * k + 1) * (turned * weights) @ fixed.T
        recursion_error = max(recursion_error,
                              np.abs(D_quad - D_case[k]).max())
assert recursion_error < 1e-11
D = rotation_matrices(R)
D_a, D_b = rotation_matrices(Rz(alpha)), rotation_matrices(Ry(beta))
D_ab = rotation_matrices(Rz(alpha) @ Ry(beta))
for k in RANKS:
    assert np.allclose(D[k] @ D[k].T, np.eye(2 * k + 1), atol=1e-12)
    assert np.allclose(D_a[k] @ D_b[k], D_ab[k], atol=1e-12)

# ---- point-charge parameters and the two rotation laws ----
ligands = np.array([[4.0, 0.5, 1.0], [-1.0, 4.2, 0.8], [-2.5, -3.0, 1.5],
                    [0.6, -0.9, -4.4], [1.0, 1.5, 4.0]])
charges = np.array([-1.0, -1.0, -1.0, -1.0, -2.0])
moments = {2: 1.2, 4: 3.0, 6: 15.0}


def parameters(positions, radial):
    dist = np.linalg.norm(positions, axis=1)
    return {k: 1000 * radial[k] * real_harmonics(k, positions)
            @ (-charges / dist ** (k + 1)) for k in RANKS}


unit_sphere = parameters(ligands, {k: 1.0 for k in RANKS})
potential = sum(-1000 * Q / np.linalg.norm(sphere - P, axis=1)
                for Q, P in zip(charges, ligands))
for k in RANKS:
    projected = (2 * k + 1) * real_harmonics(k, sphere) @ (weights * potential)
    assert np.allclose(projected, unit_sphere[k], atol=1e-9)

b = parameters(ligands, moments)
active = {k: D[k] @ b[k] for k in RANKS}
passive = {k: D[k].T @ b[k] for k in RANKS}
from_moved = parameters(ligands @ R.T, moments)
new_axes = R                                # columns: turned unit vectors
new_coordinates = np.array([[P @ new_axes[:, i] for i in range(3)]
                            for P in ligands])
from_axes = parameters(new_coordinates, moments)


def distance(p, q):
    return sqrt(sum(np.sum((p[k] - q[k]) ** 2) for k in RANKS))


active_error = distance(active, from_moved)
passive_error = distance(passive, from_axes)
assert active_error < 1e-10 and passive_error < 1e-10
assert distance(active, passive) > 0.1

# ---- complex-parameter signs and their consequences ----
reim_sign, sine_sign = {}, {}
for k in RANKS:
    m = np.arange(-k, k + 1)
    sine_sign[k] = np.where(m < 0, -1.0, 1.0)
    reim_sign[k] = sine_sign[k] * (-1.0) ** np.abs(m)
    B = np.zeros(2 * k + 1, complex)
    B[k] = b[k][k]
    grouped = b[k][k] * complex_harmonics(k, point)[k]
    C = complex_harmonics(k, point)
    for q in range(1, k + 1):
        re = reim_sign[k][k + q] * b[k][k + q] / sqrt(2)
        im = reim_sign[k][k - q] * b[k][k - q] / sqrt(2)
        B[k + q] = re + 1j * im
        B[k - q] = (-1) ** q * (re - 1j * im)
        plus = C[k - q] + (-1) ** q * C[k + q]
        minus = 1j * (C[k - q] - (-1) ** q * C[k + q])
        grouped += (b[k][k + q] * plus + b[k][k - q] * minus) / sqrt(2)
    real_value = b[k] @ real_harmonics(k, point)
    assert abs(B @ C - real_value) < 1e-11
    assert abs(grouped - real_value) < 1e-11

mirror_y, mirror_x = np.diag([1.0, -1, 1]), np.diag([-1.0, 1, 1])
sign_report = []
for name, sign, mirror in (("sine flip", sine_sign, mirror_y),
                           ("Re/Im list", reim_sign, mirror_x)):
    for label, rot in (("z", Rz(alpha)), ("y", Ry(beta)), ("zyz", R)):
        Dr = rotation_matrices(rot)
        Dm = rotation_matrices(mirror @ rot @ mirror)
        wrong = {k: sign[k] * (Dr[k] @ (sign[k] * b[k])) for k in RANKS}
        for k in RANKS:
            assert np.allclose(wrong[k], Dm[k] @ b[k], atol=1e-10)
        to_active = distance(wrong, {k: Dr[k] @ b[k] for k in RANKS})
        to_passive = distance(wrong, {k: Dr[k].T @ b[k] for k in RANKS})
        sign_report.append((name, label, to_active, to_passive))
for name, label, to_active, to_passive in sign_report:
    if label == "zyz":
        assert min(to_active, to_passive) > 0.1
    elif name == "sine flip" and label == "y":
        assert to_active < 1e-10 and to_passive > 0.1
    else:
        assert to_passive < 1e-10 and to_active > 0.1


# ---- Stevens normalization: Z[k,m] = scale * O[k,m] on the sphere ----
def stevens_scale(k, q):
    integers = []
    for j in range((k - q) // 2 + 1):
        power = k - 2 * j
        integers.append(comb(k, j) * comb(2 * k - 2 * j, k)
                        * factorial(power) // factorial(power - q))
    return (sqrt((2 if q else 1) * factorial(k - q) / factorial(k + q))
            * gcd(*integers) / 2 ** k)


scale = {k: np.array([stevens_scale(k, abs(m)) for m in range(-k, k + 1)])
         for k in RANKS}
x, y, z = point
explicit = {(2, 0): 3 * z**2 - 1, (2, 1): x * z, (2, -2): 2 * x * y,
            (4, 0): 35 * z**4 - 30 * z**2 + 3,
            (4, 2): (7 * z**2 - 1) * (x**2 - y**2),
            (4, -3): z * (3 * x**2 * y - y**3),
            (6, 0): 231 * z**6 - 315 * z**4 + 105 * z**2 - 5,
            (6, 3): (11 * z**3 - 3 * z) * (x**3 - 3 * x * y**2),
            (6, 4): (11 * z**2 - 1) * (x**4 - 6 * x**2 * y**2 + y**4),
            (6, 6): x**6 - 15 * x**4 * y**2 + 15 * x**2 * y**4 - y**6}
for (k, m), value in explicit.items():
    assert abs(scale[k][m + k] * value
               - real_harmonics(k, point)[m + k]) < 1e-12
stevens = {k: scale[k] * b[k] for k in RANKS}
stevens_active = {k: scale[k] * (D[k] @ (stevens[k] / scale[k]))
                  for k in RANKS}
for k in RANKS:
    assert np.allclose(stevens_active[k], scale[k] * from_moved[k], atol=1e-10)
unscaled = {k: D[k] @ stevens[k] / scale[k] for k in RANKS}

# ---- operator equivalents for l = 3 and f-electron levels ----
m_l = np.arange(-3, 4)
raising = np.diag([sqrt(12 - m * (m + 1)) for m in m_l[:-1]], -1)
Lx, Ly = (raising + raising.T) / 2, (raising - raising.T) / 2j
Lz = np.diag(m_l).astype(complex)


def operator_equivalents(k):
    ts = np.exp(2j * np.pi * np.arange(16) / 16)
    powers = [np.linalg.matrix_power((1 / t - t) / 2 * Lx
                                     - 0.5j * (t + 1 / t) * Ly + Lz, k)
              / factorial(k) for t in ts]
    out = np.zeros((2 * k + 1, 7, 7), complex)
    for m in range(k + 1):
        C = sum(t ** (-m) * p for t, p in zip(ts, powers)) / 16
        C = C * sqrt(factorial(k + m) * factorial(k - m))
        if m == 0:
            out[k] = C
        else:
            phase = (-1) ** m / sqrt(2)
            out[k + m] = phase * (C + C.conj().T)
            out[k - m] = phase * (C - C.conj().T) / 1j
    return out


orbitals = sqrt(7) * complex_harmonics(3, sphere)
integrals, equivalents, factors = {}, {}, {}
for k in RANKS:
    Zk = real_harmonics(k, sphere)
    integrals[k] = np.array([(orbitals.conj() * weights * row) @ orbitals.T
                             for row in Zk])
    equivalents[k] = operator_equivalents(k)
    factors[k] = (integrals[k][k, 6, 6] / equivalents[k][k, 6, 6]).real
    assert np.allclose(integrals[k], factors[k] * equivalents[k], atol=1e-10)


def hamiltonian(p):
    return sum(factors[k] * np.tensordot(p[k], equivalents[k], 1)
               for k in RANKS)


def levels(p):
    H = sum(np.tensordot(p[k], integrals[k], 1) for k in RANKS)
    return np.linalg.eigvalsh(H)


U = expm(-1j * alpha * Lz) @ expm(-1j * beta * Ly) @ expm(-1j * gamma * Lz)
assert np.allclose(U @ hamiltonian(b) @ U.conj().T,
                   hamiltonian(from_moved), atol=1e-9)
energies = levels(b)
mirrored = {k: sine_sign[k] * b[k] for k in RANKS}
reim_wrong = {k: reim_sign[k] * (D[k] @ (reim_sign[k] * b[k])) for k in RANKS}
for p in (from_moved, passive, mirrored, reim_wrong):
    assert np.allclose(levels(p), energies, atol=1e-9)
    for k in RANKS:
        assert abs(np.linalg.norm(p[k]) - np.linalg.norm(b[k])) < 1e-10
unscaled_shift = np.abs(levels(unscaled) - energies).max()
assert unscaled_shift > 0.01

# ---- worked recursion entry D[2][0,0] ----
axial = D[1][1, 1] ** 2
transverse = -0.5 * (D[1][2, 1] ** 2 + D[1][0, 1] ** 2)
assert abs(axial + transverse - D[2][2, 2]) < 1e-13


def row(values, digits=4):
    return " ".join(f"{v + 0.0:.{digits}f}" for v in values)


for j, (P, Q) in enumerate(zip(ligands, charges), 1):
    print(f"ligand {j}: x y z = {row(P, 1)} a0; Q = {Q:.0f} e")
print("<r^2>, <r^4>, <r^6> =", row(moments.values(), 1), "a0^2, a0^4, a0^6")
print("alpha, beta, gamma =", row(angles_deg, 1), "deg")
for label, line in zip("xyz", R):
    print(f"R row {label} (no unit):", row(line, 6))
print("D2[0,0]: axial, transverse, sum (no unit) =",
      row((axial, transverse, D[2][2, 2]), 6))
print(f"max recursion-quadrature difference = {recursion_error:.1e} (no unit)")
for k in RANKS:
    for m in range(-k, k + 1):
        print(f"b[{k},{m:+d}] start, active, passive =",
              row((b[k][m + k], active[k][m + k], passive[k][m + k])), "mEh")
print("norms of b, k=2,4,6 =", row([np.linalg.norm(b[k]) for k in RANKS]),
      "mEh")
print(f"coordinate-test error: active {active_error:.1e}, "
      f"passive {passive_error:.1e} mEh")
for name, label, to_active, to_passive in sign_report:
    print(f"{name}, {label}: distance to active, passive =",
          row((to_active, to_passive)), "mEh")
for k in RANKS:
    print(f"Stevens scale k={k}, q=0..{k} (no unit):", row(scale[k][k:], 5))
print("Stevens k=2, m=-2..2, start =", row(stevens[2]), "mEh")
print("Stevens k=2, m=-2..2, active =", row(stevens_active[2]), "mEh")
print(f"max level error, unscaled Stevens rotation = {unscaled_shift:.4f} mEh")
print("l=3 equivalent factors, k=2,4,6 (no unit):",
      " ".join(f"{factors[k]:.6e}" for k in RANKS))
print("f levels =", row(energies), "mEh")
splitting = energies[-1] - energies[0]
to_wavenumber = physical_constants["hartree-inverse meter relationship"][0]
print(f"total splitting = {splitting:.4f} mEh"
      f" = {splitting * to_wavenumber / 1e5:.1f} cm^-1")
print("all tests passed")
```

Printed output:

```
ligand 1: x y z = 4.0 0.5 1.0 a0; Q = -1 e
ligand 2: x y z = -1.0 4.2 0.8 a0; Q = -1 e
ligand 3: x y z = -2.5 -3.0 1.5 a0; Q = -1 e
ligand 4: x y z = 0.6 -0.9 -4.4 a0; Q = -1 e
ligand 5: x y z = 1.0 1.5 4.0 a0; Q = -2 e
<r^2>, <r^4>, <r^6> = 1.2 3.0 15.0 a0^2, a0^4, a0^6
alpha, beta, gamma = 40.0 65.0 -25.0 deg
R row x (no unit): 0.565066 -0.445743 0.694272
R row y (no unit): -0.077542 0.809078 0.582563
R row z (no unit): -0.821394 -0.383022 0.422618
D2[0,0]: axial, transverse, sum (no unit) = 0.178606 -0.410697 -0.232091
max recursion-quadrature difference = 4.1e-14 (no unit)
b[2,-2] start, active, passive = 13.4303 23.6371 4.8285 mEh
b[2,-1] start, active, passive = 17.4696 -4.2901 -0.0428 mEh
b[2,+0] start, active, passive = 14.6829 -5.8344 16.8209 mEh
b[2,+1] start, active, passive = 6.9784 0.1272 -16.9984 mEh
b[2,+2] start, active, passive = -1.4245 -11.8618 12.5169 mEh
b[4,-4] start, active, passive = 1.2633 -0.1804 2.0678 mEh
b[4,-3] start, active, passive = -0.7010 -0.3049 -1.2345 mEh
b[4,-2] start, active, passive = 1.3348 -1.0933 1.0630 mEh
b[4,-1] start, active, passive = 3.5799 -2.5018 -2.1647 mEh
b[4,+0] start, active, passive = 2.9870 1.4704 -3.2851 mEh
b[4,+1] start, active, passive = 0.9789 -0.5953 1.1805 mEh
b[4,+2] start, active, passive = -0.7882 2.2054 2.2116 mEh
b[4,+3] start, active, passive = 2.2784 -3.0074 -2.0945 mEh
b[4,+4] start, active, passive = 0.8675 -3.0208 0.2239 mEh
b[6,-6] start, active, passive = -0.2727 -0.6132 0.0410 mEh
b[6,-5] start, active, passive = 0.6205 -0.4529 -0.4958 mEh
b[6,-4] start, active, passive = -0.2778 0.2701 0.9879 mEh
b[6,-3] start, active, passive = 0.2387 -0.4663 -0.2124 mEh
b[6,-2] start, active, passive = 0.2400 -0.2715 -0.2509 mEh
b[6,-1] start, active, passive = 0.8112 -0.2281 -0.1649 mEh
b[6,+0] start, active, passive = 0.1264 -0.5184 -0.3001 mEh
b[6,+1] start, active, passive = 0.2867 0.7435 0.1169 mEh
b[6,+2] start, active, passive = -0.3254 -0.1759 0.0722 mEh
b[6,+3] start, active, passive = -0.9777 -0.1628 -0.9025 mEh
b[6,+4] start, active, passive = -0.3614 0.4769 -0.2012 mEh
b[6,+5] start, active, passive = 0.2387 0.0323 -0.6859 mEh
b[6,+6] start, active, passive = 0.3985 0.8431 0.1494 mEh
norms of b, k=2,4,6 = 27.4203 5.7559 1.6779 mEh
coordinate-test error: active 3.6e-14, passive 3.7e-14 mEh
sine flip, z: distance to active, passive = 36.7234 0.0000 mEh
sine flip, y: distance to active, passive = 0.0000 47.0621 mEh
sine flip, zyz: distance to active, passive = 43.2129 42.7183 mEh
Re/Im list, z: distance to active, passive = 36.7234 0.0000 mEh
Re/Im list, y: distance to active, passive = 47.0621 0.0000 mEh
Re/Im list, zyz: distance to active, passive = 40.4576 48.4001 mEh
Stevens scale k=2, q=0..2 (no unit): 0.50000 1.73205 0.86603
Stevens scale k=4, q=0..4 (no unit): 0.12500 0.79057 0.55902 2.09165 0.73951
Stevens scale k=6, q=0..6 (no unit): 0.06250 0.57282 0.45286 0.90571 0.49608 2.32681 0.67169
Stevens k=2, m=-2..2, start = 11.6310 30.2583 7.3414 12.0870 -1.2337 mEh
Stevens k=2, m=-2..2, active = 20.4703 -7.4306 -2.9172 0.2203 -10.2726 mEh
max level error, unscaled Stevens rotation = 7.1290 mEh
l=3 equivalent factors, k=2,4,6 (no unit): -4.444444e-02 4.040404e-03 -1.036001e-03
f levels = -8.8313 -8.6033 -0.9978 -0.4074 3.2774 7.1759 8.3865 mEh
total splitting = 17.2178 mEh = 3778.9 cm^-1
all tests passed
```
